# Apparent Surface Potential of a Planar Gouy-Chapman Double Layer: a numerical check

```python
# Result under test: the far tail of the planar Gouy-Chapman double layer is
# psi_app*exp(-x/lambda), psi_app = (4kT/e)*tanh(e*psi0/(4kT)) for 1:1 salt,
# so |psi_app| saturates at 4kT/e (near 103 mV at 25 C).
# Symbols: y = e*psi/kT, X = x/lambda (lambda = Debye length),
# A = e*psi_app/kT, sigma = diffuse-layer wall charge, n = bulk ion density.
# Reduced equations use positive y; the sign of the wall is restored in output.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

e, kB, NA, eps0 = const.e, const.k, const.N_A, const.epsilon_0
T = 298.15
eps_r = 78.4
salt_mM = 10.0                 # mol/m^3
sigma_uC = -2.0                # uC/cm^2
ion_nm = 0.66                  # rough hydrated ion diameter
field_coeff = 1.0e-17          # m^2/V^2, eps = eps(0)*(1 - coeff*E^2)
sign = np.sign(sigma_uC)
eps = eps_r * eps0
n = salt_mM * NA
V = kB * T / e
lam = np.sqrt(eps * kB * T / (2 * e**2 * n))
sigma = abs(sigma_uC) * 0.01   # C/m^2
charge_unit = eps * V / lam    # C/m^2 per unit reduced slope


def inward(A, acceleration, start=15.0):
    """Integrate from a linear far tail toward the wall, using only the ODE.
    State: potential, minus its slope, accumulated sinh(y)."""
    tail = A * np.exp(-start)

    def rhs(t, state):
        y, p, q = state
        return [p, acceleration(y, p), np.sinh(min(y, 60.0))]

    def diverging(t, state):
        return state[0] - 30.0
    diverging.terminal = True
    return solve_ivp(rhs, (0.0, start), [tail, tail, tail], method="DOP853",
                     rtol=1e-11, atol=1e-16, events=diverging,
                     dense_output=True)


def amplitude(slope, y0):
    """Tail amplitude by quadrature of dX = -dy/slope(y)."""
    value = quad(lambda y: 1 / slope(y) - 1 / y, 0, y0,
                 epsabs=1e-10, epsrel=1e-10, limit=300)[0]
    return y0 * np.exp(value)


def point_ion_force(y, p):
    return np.sinh(min(y, 60.0))


def point_ion_slope(y):
    return np.sqrt(2 * (2 * np.sinh(y / 2)**2))


# Closed formulas for the example
s_wall = sigma / charge_unit
y0 = 2 * np.arcsinh(s_wall / 2)
A = 4 * np.tanh(y0 / 4)
plateau = 4 * V

# The inward solution must return wall potential, slope and ionic charge
solution = inward(A, point_ion_force)
y_num, p_num, q_num = solution.y[:, -1]
assert abs(y_num - y0) < 1e-6
assert abs(p_num - s_wall) < 1e-6
assert abs(2 * e * n * lam * q_num / sigma - 1) < 1e-6

# Tail amplitude over a wide range of wall potentials
for wall in (0.2, 1.0, 4.0, 8.0, 16.0):
    assert abs(amplitude(point_ion_slope, wall)
               - 4 * np.tanh(wall / 4)) < 1e-7
high = 16.0
deficit = 4 - amplitude(point_ion_slope, high)
assert abs(deficit / (8 * np.exp(-high / 2)) - 1) < 1e-2

# A tail stronger than the limit diverges before reaching the wall
A_over = 4.2
over = inward(A_over, point_ion_force)
assert len(over.t_events[0]) == 1
X_diverge = 15.0 - over.t_events[0][0]
assert abs(X_diverge - np.log(A_over / 4)) < 1e-5
assert len(inward(3.8, point_ion_force).t_events[0]) == 0
assert abs(plateau * 1e3 - 103) < 0.5

# Distance beyond which the matched line is within one percent
u_match = brentq(lambda u: np.arctanh(u) / u - 1.01, 0.01, 0.9)
X_match = np.log(A / (4 * u_match))
y_match = solution.sol(15.0 - X_match)[0]
excess = y_match / (A * np.exp(-X_match)) - 1
assert abs(excess - 0.01) < 1e-6
assert abs(y_match**2 / 48 / excess - 1) < 0.05

# Finite ion size: Bikerman lattice-gas model at the same charge
nu = 2 * n * (ion_nm * 1e-9)**3


def steric_slope(y):
    return np.sqrt(2 / nu * np.log1p(2 * nu * np.sinh(y / 2)**2))


def steric_force(y, p):
    yc = min(y, 60.0)
    return np.sinh(yc) / (1 + 2 * nu * np.sinh(yc / 2)**2)


y0_steric = 2 * np.arcsinh(np.sqrt(np.expm1(nu * s_wall**2 / 2) / (2 * nu)))
A_steric = amplitude(steric_slope, y0_steric)
check = inward(A_steric, steric_force).y[:, -1]
assert abs(check[0] - y0_steric) < 1e-6 and abs(check[1] - s_wall) < 1e-6
y0_cross = brentq(lambda y: amplitude(steric_slope, y) - 4, 5.0, 20.0)
sigma_cross = steric_slope(y0_cross) * charge_unit
check = inward(4.0, steric_force).y[:, -1]
assert abs(check[0] - y0_cross) < 1e-4

# Field-dependent permittivity at the same charge
B = field_coeff * (V / lam)**2
s_field = brentq(lambda s: s * (1 - B * s**2) - s_wall, 0, 1.5 * s_wall)
pressure = s_field**2 / 2 - 3 * B * s_field**4 / 4
y0_field = np.arccosh(1 + pressure)


def field_slope(y):
    g = 2 * np.sinh(y / 2)**2
    return np.sqrt(4 * g / (1 + np.sqrt(1 - 12 * B * g)))


A_field = amplitude(field_slope, y0_field)
check = inward(A_field, lambda y, p: np.sinh(y) / (1 - 3 * B * p**2)).y[:, -1]
assert abs(check[0] - y0_field) < 1e-6 and abs(check[1] - s_field) < 1e-6

# Less counterion binding, correlations, and a warmer bath
sigma_high_uC = -5.0
y0_high = 2 * np.arcsinh(abs(sigma_high_uC) * 0.01 / charge_unit / 2)
A_high = 4 * np.tanh(y0_high / 4)
bjerrum = e**2 / (4 * np.pi * eps * kB * T)
coupling = 2 * np.pi * bjerrum**2 * sigma / e
T_warm = 333.15

mV = 1e3 * V * sign
print(f"temperature: {T:.2f} K")
print(f"relative permittivity (input): {eps_r:.1f}")
print(f"salt concentration (input): {salt_mM:.1f} mM")
print(f"diffuse-layer charge (input): {sigma_uC:.2f} uC/cm2")
print(f"thermal voltage kT/e: {V*1e3:.3f} mV")
print(f"saturation value 4kT/e: {plateau*1e3:.2f} mV")
print(f"Debye length: {lam*1e9:.3f} nm")
print(f"charge unit eps*kT/(e*lambda): {charge_unit*100:.4f} uC/cm2")
print(f"reduced wall slope magnitude: {s_wall:.4f}")
print(f"reduced wall potential magnitude: {y0:.4f}")
print(f"tanh(y0/4): {np.tanh(y0/4):.4f}")
print(f"true surface potential: {y0*mV:.2f} mV")
print(f"apparent surface potential: {A*mV:.2f} mV")
print(f"wall potential from inward integration: {y_num*mV:.2f} mV")
print(f"apparent charge: {sign*A*charge_unit*100:.3f} uC/cm2")
print(f"saturated apparent charge size: {4*charge_unit*100:.3f} uC/cm2")
print(f"linear wall potential from true charge: {s_wall*mV:.2f} mV")
print(f"tail overestimate using true potential: {y0/A:.3f} times")
print(f"tail overestimate using true charge: {s_wall/A:.3f} times")
print(f"u at 1 percent mismatch: {u_match:.4f}")
print(f"distance for 1 percent mismatch: {X_match*lam*1e9:.2f} nm")
print(f"exact potential at that distance: {y_match*mV:.2f} mV")
for wall_mV in (25, 50, 100, 200, 400):
    app = plateau * 1e3 * np.tanh(wall_mV / (plateau * 1e3))
    print(f"true {wall_mV} mV -> apparent: {app:.2f} mV")
y95 = 4 * np.arctanh(0.95)
print(f"true potential for 95 percent saturation: {y95*V*1e3:.1f} mV")
print(f"test tail amplitude above limit: {A_over*V*1e3:.2f} mV")
print(f"its divergence distance: {X_diverge:.5f} Debye lengths")
print(f"wall counterion concentration: {salt_mM*np.exp(y0):.1f} mM")
print(f"ion diameter (rough input): {ion_nm:.2f} nm")
print(f"apparent potential, finite ions: {A_steric*mV:.3f} mV")
print(f"shift in size, finite ions: {(A_steric-A)*V*1e3:.3f} mV")
print(f"finite-ion charge size at 4kT/e: {sigma_cross*100:.1f} uC/cm2")
print(f"finite-ion wall potential size there: {y0_cross*V*1e3:.0f} mV")
print(f"wall field size: {s_wall*V/lam/1e8:.3f} MV/cm")
print(f"permittivity coefficient (rough input): {field_coeff:.1e} m2/V2")
print(f"wall permittivity drop: {100*B*s_field**2:.2f} percent")
print(f"apparent potential, field effect: {A_field*mV:.3f} mV")
print(f"shift in size, field effect: {(A_field-A)*V*1e3:.3f} mV")
print(f"higher diffuse charge (input): {sigma_high_uC:.2f} uC/cm2")
print(f"true potential at higher charge: {y0_high*mV:.2f} mV")
print(f"apparent potential at higher charge: {A_high*mV:.2f} mV")
print(f"Bjerrum length: {bjerrum*1e9:.3f} nm")
print(f"ion-correlation coupling parameter: {coupling:.3f} (no unit)")
print(f"warm-bath temperature (input): {T_warm:.2f} K")
print(f"saturation value in warm bath: {4*kB*T_warm/e*1e3:.2f} mV")
print("PASS")
```

Output:

```
temperature: 298.15 K
relative permittivity (input): 78.4
salt concentration (input): 10.0 mM
diffuse-layer charge (input): -2.00 uC/cm2
thermal voltage kT/e: 25.693 mV
saturation value 4kT/e: 102.77 mV
Debye length: 3.040 nm
charge unit eps*kT/(e*lambda): 0.5867 uC/cm2
reduced wall slope magnitude: 3.4092
reduced wall potential magnitude: 2.6063
tanh(y0/4): 0.5727
true surface potential: -66.96 mV
apparent surface potential: -58.86 mV
wall potential from inward integration: -66.96 mV
apparent charge: -1.344 uC/cm2
saturated apparent charge size: 2.347 uC/cm2
linear wall potential from true charge: -87.59 mV
tail overestimate using true potential: 1.138 times
tail overestimate using true charge: 1.488 times
u at 1 percent mismatch: 0.1717
distance for 1 percent mismatch: 3.66 nm
exact potential at that distance: -17.82 mV
true 25 mV -> apparent: 24.52 mV
true 50 mV -> apparent: 46.40 mV
true 100 mV -> apparent: 77.08 mV
true 200 mV -> apparent: 98.66 mV
true 400 mV -> apparent: 102.68 mV
true potential for 95 percent saturation: 188.3 mV
test tail amplitude above limit: 107.91 mV
its divergence distance: 0.04879 Debye lengths
wall counterion concentration: 135.5 mM
ion diameter (rough input): 0.66 nm
apparent potential, finite ions: -59.110 mV
shift in size, finite ions: 0.250 mV
finite-ion charge size at 4kT/e: 19.3 uC/cm2
finite-ion wall potential size there: 207 mV
wall field size: 0.288 MV/cm
permittivity coefficient (rough input): 1.0e-17 m2/V2
wall permittivity drop: 0.84 percent
apparent potential, field effect: -58.798 mV
shift in size, field effect: -0.062 mV
higher diffuse charge (input): -5.00 uC/cm2
true potential at higher charge: -110.80 mV
apparent potential at higher charge: -81.45 mV
Bjerrum length: 0.715 nm
ion-correlation coupling parameter: 0.401 (no unit)
warm-bath temperature (input): 333.15 K
saturation value in warm bath: 114.83 mV
PASS
```
